# Talman's FFT method for spherical Bessel transforms and its errors, part 3

An FFT method computes $g(k)=\int_0^\infty j_l(kr)f(r)r^2dr$ on logarithmic grids, in Hartree atomic units. Its last error, step aliasing, is treated next, then hydrogen examples.

With $\rho=\ln r$, $\kappa=\ln k$ and bias $q$: $a=r^{3-q}f$, $b=k^qg$, $\hat a(t)=\int a\,e^{-it\rho}d\rho=F(3-q-it)$, $F(z)=\int_0^\infty r^{z-1}f\,dr$. Grids: $\rho_n=\rho_0+n\Delta$, $\kappa_j=\kappa_0+j\Delta$, $N$ points; $L=N\Delta$, $T=\pi/\Delta$, $r_0=e^{\rho_0}$, $x_0=\rho_0+\kappa_0$. Tildes mark computed values.

$M_l(s)$ is the continued Mellin transform $\int_0^\infty y^{s-1}j_l\,dy$. With $\alpha=q-\frac32$, and for $\Gamma(X+iY)$, $Y\gg|X|$,

$$|M_l(q+it)|\approx\sqrt{\frac\pi2}\;t^{\alpha},\qquad \phi(t)=\arg M_l\approx t\ln t-t+\frac\pi2\Big(l+\frac12\Big),\qquad \phi'\approx\ln t. \tag{10}$$

$$\ln|\Gamma|=\big(X-\tfrac12\big)\ln Y-\frac{\pi Y}{2}+\tfrac12\ln2\pi+O(Y^{-2}),\qquad \arg\Gamma=Y\ln Y-Y+\frac\pi2\big(X-\tfrac12\big)+O(Y^{-1}). \tag{9}$$

A contour shift gives the admissible biases

$$-l<q<3+l. \tag{12}$$

$u_N=M_l(q+iT)e^{-iTx_0}$ is real at the low-ringing offset, imaginary at the worst offset, $\Delta/2$ further. At $q=\frac32$ the former gives discrete Parseval: $\sum_j\tilde b_j^2=\frac\pi2\sum_na_n^2$.

With $S(t)=\Delta\sum_na_ne^{-it\rho_n}$, part 7 (Fourier series of a periodized function) gives

$$\tilde b_j=\sum_{p=-\infty}^{\infty}b_T(\kappa_j+pL),\qquad b_T(\kappa)=\frac1{2\pi}\int_{-T}^{T}S(t)\,M_l(q+it)\,e^{-it\kappa}dt. \tag{15}$$

The $p\ne0$ images give a floor and, for input folded to include all samples below $r_0$, an upper image:

$$\delta g_{\rm low}=Ak^l\sum_{p\ge1}e^{-p(q+l)L}=\frac{Ak^l}{e^{(q+l)L}-1}, \tag{17}$$

$$\delta g_{\rm up}=Bk^{-n}e^{-(n-q)L}. \tag{18}$$

Here $g\approx Ak^l$ at small $k$, $A=F(3+l)/(2l+1)!!$, and $g\approx Bk^{-n}$ at large $k$, $n=4+l$. Unfolded input, $f\approx f_0r^l$ at small $r$, has an edge at $R_0=r_0e^{-\Delta/2}$. It rings, with $x=kR_0e^L$:

$$\delta g_{\rm ring}=-e^{qL}\frac{f_0R_0^{\,l+2}j_{l+1}(x)}{ke^{L}}\;\approx\;E(k)\cos\Big(x-\frac{l\pi}{2}\Big),\qquad E(k)=\frac{f_0R_0^{\,l+1}e^{(q-2)L}}{k^2}. \tag{21}$$

$$\frac{\delta g_{\rm ring}}{E}=\cos x-\frac{\sin x}{x}+\frac{\Delta^2}{24}\big(2x\sin x+x^2\cos x\big)+\dots\qquad(l=0). \tag{22}$$

For $l=0$, $k\ge k_{\rm lo}$, the best bias and error scale are

$$q^*=1+\frac{1}{2L}\ln\frac{g(0)\,k_{\rm lo}^2}{f_0R_0},\qquad \mathcal E(q^*)=2\sqrt{PQ}=\frac{2e^{-L}}{k_{\rm lo}}\sqrt{g(0)f_0R_0}, \tag{23}$$

with $P=g(0)$, $Q=f_0R_0e^{-2L}/k_{\rm lo}^2$. If the ringing peaks at $\gamma E(k_{\rm lo})$, $q^*$ rises by $\ln(1/\gamma)/(2L)$ and the minimum scales by $\sqrt\gamma$.

A unit impulse gives Nyquist tails (generic; low-ringing offset), $D_p=D-pL$, $D=\ln T-x_j$, $x_j=x_0+j\Delta$:

$$w_j\approx\frac\Delta L(-1)^j\operatorname{Im}u_N\cot\frac{\pi D}{L},\qquad w_j\approx\frac\Delta\pi(-1)^j\operatorname{Re}u_N\sum_p\Big[\frac{q-\frac32}{TD_p^2}-\frac1{TD_p^3}\Big]. \tag{25}$$

## 12. Step aliasing

Let the range be long enough that edges and images are negligible, so that the sum over $p$ in (15) reduces to $p=0$ and $S$ is the sum over all integers $n$. The argument of part 7, applied to the periodization in $\rho$ of $h=a\,e^{-it\rho}$ with period $\Delta$, gives $\Delta\sum_nh(\rho_0+n\Delta)=\sum_\nu\int h\,e^{-2i\nu T(\rho-\rho_0)}d\rho$, since $2\pi/\Delta=2T$. Therefore

$$S(t)=\sum_\nu\hat a(t+2\nu T)\,e^{2i\nu T\rho_0}. \tag{26}$$

For the 1s orbital $\hat a=2\Gamma(3-q-it)$, and (26) is tested on the FFT coefficients at $\Delta=0.5$ to $10^{-10}$ absolute, together with the failure of the $\nu=0$ term alone.

The error $\delta b=b_T-b$ is twice the real part of its positive-$t$ half. This half contains the folded term $\nu=-1$ at $t=T-\sigma$, where $\hat a(-T-\sigma)=\overline{\hat a(T+\sigma)}$, and the discarded band at $t=T+\sigma$ with a minus sign. Abbreviate $M(t)=M_l(q+it)$. Inside the real part the folded term may be conjugated, and $\hat a(T+\sigma)e^{-i\sigma\kappa}e^{iT\rho_0}$ factors out of both:

$$\delta b=\frac1\pi\operatorname{Re}\int_0^\infty d\sigma\;\hat a(T+\sigma)\,e^{-i\sigma\kappa}e^{iT\rho_0}\Big[\overline{M(T-\sigma)}\,e^{iT(\rho_0+\kappa)}-M(T+\sigma)\,e^{-iT(\rho_0+\kappa)}\Big].$$

The upper limit of the folded term has been extended to infinity, which is harmless when $\hat a$ falls on a scale short against $T$. On the grid $e^{\pm iT(\rho_0+\kappa_j)}=e^{\pm iTx_0}(-1)^j$. At $q=\frac32$ the modulus of $M$ is constant and $M(T\pm\sigma)\approx M(T)e^{\pm i\sigma\ln T}$, so the bracket is $(-1)^je^{i\sigma\ln T}(\bar u_N-u_N)$. For the 1s orbital (9) gives $\hat a(T+\sigma)\approx\hat a(T)e^{-\pi\sigma/2}e^{-i\sigma\ln T}$, if the slow factor $(1+\sigma/T)$ of the modulus is dropped. The two phases $\sigma\ln T$ cancel, and

$$\delta b_j\approx\frac{(-1)^j}{\pi}\operatorname{Re}\Big[\frac{e^{iT\rho_0}\hat a(T)\,(\bar u_N-u_N)}{\frac\pi2+i\kappa_j}\Big]. \tag{27}$$

The error sits near $\kappa=0$, where $k$ is the inverse size of the orbital, and falls as $1/|\kappa|$. At the worst offset $|\bar u_N-u_N|=2|M(T)|$, and the scale is

$$\epsilon=\frac{4}{\pi^2}\,|\hat a(T)M(T)|\approx\frac{8}{\Delta}\,e^{-\pi^2/(2\Delta)}, \tag{28}$$

where $|\hat a|\approx2\sqrt{2\pi}\,Te^{-\pi T/2}$ and $|M|=\sqrt{\pi/2}$ were used. With $\tan\beta=2\kappa/\pi$ and $\theta_0$ the phase of the numerator, $|\delta b|/\epsilon=|\cos(\theta_0-\beta)|\cos\beta=\frac12|\cos\theta_0+\cos(\theta_0-2\beta)|$, whose maximum over continuous $\beta$ is $\frac12(1+|\cos\theta_0|)$, between $\frac12$ and 1. At the low-ringing offset (27) vanishes. The curvature $\phi''=1/T$ then leaves $u_Ne^{i\sigma\ln T}(e^{-i\sigma^2/2T}-e^{i\sigma^2/2T})\approx-iu_Ne^{i\sigma\ln T}\sigma^2/T$ in the bracket. At $\kappa=0$ the integral $\int\sigma^2e^{-\pi\sigma/2}d\sigma/T=16/(\pi^3T)$ replaces $2\int e^{-\pi\sigma/2}d\sigma=4/\pi$, so the scale drops to $4\epsilon/(\pi^2T)$.

| $\Delta$ | $\epsilon$ | worst offset | low-ringing offset |
|---|---|---|---|
| 0.50 | $8.30\times10^{-4}$ | $6.46\times10^{-4}$ | $4.78\times10^{-5}$ |
| 0.40 | $8.79\times10^{-5}$ | $6.52\times10^{-5}$ | $4.27\times10^{-6}$ |
| 0.30 | $1.92\times10^{-6}$ | $1.09\times10^{-6}$ | $6.94\times10^{-8}$ |
| 0.25 | $8.57\times10^{-8}$ | $8.78\times10^{-8}$ | $3.03\times10^{-9}$ |

The entries are largest absolute errors of $b$ on $|\kappa|<4$, and $\epsilon$ is the first form of (28); the second form gives $16e^{-9.870}=8.28\times10^{-4}$ at $\Delta=0.5$. The worst-offset errors are $0.78$, $0.74$, $0.57$ and $1.03$ times $\epsilon$ over four decades. The last ratio exceeds 1, so $\epsilon$ is a scale and not a bound. The dropped factor $(1+\sigma/T)$ raises the integral at $\kappa=0$ by $1+2/(\pi T)$, which is 1.05 at $T=4\pi$ and leaves room for the excess. The low-ringing errors are $0.058$, $0.049$, $0.036$ and $0.035$ times $\epsilon$, against $4/(\pi^2T)=0.065$, $0.052$, $0.039$ and $0.032$. The test requires only that the worst-offset ratio lie between 0.35 and 1.4 and that the low-ringing offset gain a factor above 3.

The rate $e^{-\pi T/2}$ belongs to exponential functions. If $f(r)$ is analytic and decays in the sector $|\arg r|<\theta$, the path in $F(3-q-it)$ can be rotated by an angle $-\theta'$ with $\theta'<\theta$, and $|r^{-it}|=e^{-\theta't}$ on the rotated ray. Thus $\hat a$ falls as $e^{-\theta't}$ for every $\theta'<\theta$, with $\theta=\frac\pi2$ for $e^{-r}$ and $\frac\pi4$ for $e^{-r^2}$. A function with a kink at finite radius, such as an orbital cut off by a confining wall, has only a power-law spectrum. The exponential convergence is then lost, the factor $t^{q-3/2}$ weights the high frequencies, and the contour shift behind (12) has to be re-examined for large $q$.

## 13. Worked example: hydrogen orbitals

The atom is nonrelativistic hydrogen with a fixed nucleus. The 1s function is $f=2e^{-r}$ with $g=4/(1+k^2)^2$, a closed form that is tested against direct quadrature. The grid has $r_0=10^{-4}$ bohr, $N=256$ and $e^L=10^6$, so $L=13.8155$, $\Delta=L/N=0.05397$ and $T=\pi/\Delta=58.213$. The effective edge is $R_0=r_0e^{-\Delta/2}=9.73377\times10^{-5}$ bohr, its periodic copy is at $R_0e^L=97.338$ bohr, and the ringing dies out gradually above the band edge $k=58.213/97.338=0.5981$ bohr$^{-1}$. The low-ringing offset is used, so the $k$ grid moves slightly with $q$; at $q=1.5$ it runs from 0.01002 to 9488.9 bohr$^{-1}$. Step aliasing carries the factor $e^{-\pi T/2}=e^{-91.4}$ and plays no part.

The absolute errors $\tilde g-g$ in bohr$^{3/2}$ at two points are listed with their predictions. Near $k=0.0506$, where $g=3.9796$, the prediction contains the images $p\le0$ and the first form of (21); near $k=102$, where $g=3.70\times10^{-8}$, it contains the images $p\le0$ only.

| $q$ | error, $k\approx0.0506$ | predicted | error, $k\approx102$ | predicted |
|---|---|---|---|---|
| 0.5 | $4.0040\times10^{-3}$ | $4.0040\times10^{-3}$ | $4.0040\times10^{-3}$ | $4.0040\times10^{-3}$ |
| 1.0 | $4.0309\times10^{-6}$ | $4.0309\times10^{-6}$ | $4.0000\times10^{-6}$ | $4.0000\times10^{-6}$ |
| 1.5 | $3.0880\times10^{-5}$ | $3.0926\times10^{-5}$ | $3.9994\times10^{-9}$ | $3.9994\times10^{-9}$ |
| 1.9 | $7.7535\times10^{-3}$ | $7.7656\times10^{-3}$ | $1.5647\times10^{-11}$ | $1.5309\times10^{-11}$ |

The floor (17) is $4/(10^{6q}-1)$. At $q=0.5$ it is $4/999=4.004\times10^{-3}$, the whole error at both points. At $q=1.5$ it is $4.000\times10^{-9}$, and the loss of the inner sphere, $f_0R_0^3/3=2\times9.222\times10^{-13}/3=6.15\times10^{-13}$, lowers it to $3.9994\times10^{-9}$.

The ringing at $k=0.05056$ has $x=0.05056\times97.338=4.921$, $\cos x=0.2075$ and $\sin x=-0.9782$, so $\cos x-\sin x/x=0.406$. At $q=1.5$ the envelope is $E=2\times9.73377\times10^{-5}\times10^{-3}/0.05056^2=7.616\times10^{-5}$, and the ringing is $0.406\,E=3.09\times10^{-5}$. The computed error lies $4.6\times10^{-8}$ below the prediction, which is $6.0\times10^{-4}$ of $E$. The sampling correction in (22) is $(0.05397^2/24)(2x\sin x+x^2\cos x)=1.214\times10^{-4}\times(-9.63+5.03)=-5.6\times10^{-4}$ of $E$, which has the right sign and accounts for most of the difference. At $q=1$ the envelope is a thousand times smaller, $7.617\times10^{-8}$, and $4.000\times10^{-6}+0.406\times7.617\times10^{-8}=4.031\times10^{-6}$. At $q=1.9$ it is $1.913\times10^{-2}$.

Relative to $g$, the errors at $k\approx0.0506$ are $1.0\times10^{-3}$, $1.0\times10^{-6}$, $7.8\times10^{-6}$ and $1.9\times10^{-3}$ for the four biases, and at $k\approx102$ they are $1.1\times10^{5}$, $1.1\times10^{2}$, $0.11$ and $4.2\times10^{-4}$. Among these four biases $q=1$ is best at the low point and $q=1.9$ at the high point, and none gives a relative error below $10^{-3}$ at both. An intermediate bias does so narrowly: by (21) and (17), $q=1.85$ gives about $9.8\times10^{-4}$ at the low point and $8.5\times10^{-4}$ at the high point.

One entry departs visibly from its prediction. At $q=1.9$, $k\approx102$ the prediction is $1.592\times10^{-11}-0.061\times10^{-11}=1.531\times10^{-11}$, and the computed error is higher by $3.4\times10^{-13}$, 2% of the prediction. A likely cause is the Nyquist tail excited by the edge. The jump is $f_0r_0^{3-q}=2\times10^{-4.4}=8.0\times10^{-5}$, and a step summed against an alternating, slowly varying tail gives about half the jump times the tail. The images are labelled here from the periodic copy of the edge, so that $p=0$ has $D=\ln T-\ln(kR_0e^L)$ and $p=-1$ is the edge itself, at $D+L=8.7$. With $D=\ln(0.598/102)=-5.1$ and $|u_N|=1.253\times58.2^{0.4}=6.4$, the terms $p=0$ and $p=-1$ of the second form of (25) sum to $4.5\times10^{-4}$, the tail is $0.0172\times6.4\times4.5\times10^{-4}=5\times10^{-5}$, and the effect on $g$ is $\frac12\times8.0\times10^{-5}\times5\times10^{-5}/102^{1.9}\approx3\times10^{-13}$. The size agrees. The attribution is a conjecture supported by this estimate, not a test.

For the best bias take $k_{\rm lo}=0.05$ bohr$^{-1}$ ($0.0945$ Å$^{-1}$). Then $g(0)k_{\rm lo}^2/(f_0R_0)=0.01/(1.94675\times10^{-4})=51.37$, its logarithm is $3.939$, and $q^*=1+3.939/27.631=1.143$. The value of (23) is $2\times10^{-6}\sqrt{4\times1.94675\times10^{-4}}/0.05=1.116\times10^{-6}$ bohr$^{3/2}$. A scan of $q$ in steps of 0.01 finds the minimum at $q=1.16$ with a largest absolute error of $9.23\times10^{-7}$ bohr$^{3/2}$, which is 0.83 of the formula. The factor $\gamma$ of part 10 explains both differences. With $x_{\rm lo}=0.05\times97.338=4.867$, the function $(\cos x-\sin x/x)(x_{\rm lo}/x)^2$ has its first maximum near $x=5.75$; it is $0.931\times0.729=0.68$ at $x=5.7$ and $0.966\times0.704=0.68$ at $x=5.8$. With $\gamma=0.68$ the best bias becomes $1.143+\ln(1/0.68)/27.631=1.157$ and the minimum $1.116\times10^{-6}\sqrt{0.68}=9.2\times10^{-7}$. The test asks for $q^*$ within 0.04 of the scan and for a ratio of the errors between 0.6 and 1.1.

Folding removes the edge. At $q=1.9$ and $k=0.01001$ the envelope without folding would be $1.913\times10^{-2}\times(0.05056/0.01001)^2=0.49$ bohr$^{3/2}$; there $x=0.975$ and $\cos x-\sin x/x=-0.29$, so the ringing itself is $-0.14$ bohr$^{3/2}$. With folded input the error is $9.988\times10^{-5}$ bohr$^{3/2}$, equal in the printed digits to the image (18), $4k^{-4}e^{-2.1L}\approx3.98\times10^{8}\times2.51\times10^{-13}=1.00\times10^{-4}$ from the rounded $k$.

The 2p function is $f=re^{-r/2}/(2\sqrt6)$. From $j_1=-j_0'$ and $\int r^2e^{-\lambda r}j_0(kr)dr=2\lambda/(\lambda^2+k^2)^2$ one gets $\int r^3e^{-\lambda r}j_1(kr)dr=8\lambda k/(\lambda^2+k^2)^3$, so with $\lambda=\frac12$, $A=4\times64/(2\sqrt6)=52.2558$ bohr$^{5/2}$. At $q=0.5$ and $k=30.264$, equation (17) gives $52.2558\times30.264/(10^9-1)=1.5815\times10^{-6}$ bohr$^{3/2}$, the computed error. The exponent is $(q+l)L$ and not $qL$.

Integrals over $k$ respond to these errors according to their weight. The norm $\frac2\pi\sum k^3\tilde g^2\Delta$ at $q=1.5$ equals $\sum r^3f^2\Delta$ by the discrete Parseval identity, whatever the pointwise errors. It differs from 1 by $-1.2\times10^{-12}$, which is the density lost inside the edge, $f_0^2R_0^3/3=4\times9.222\times10^{-13}/3=1.23\times10^{-12}$. The kinetic energy is $\frac12\cdot\frac2\pi\int k^4g^2dk$, because $-\nabla^2$ multiplies each component $j_l(kr)Y_{lm}$ by $k^2$. Its exact value is $\frac{16}{\pi}\int k^4(1+k^2)^{-4}dk=\frac{16}{\pi}\cdot\frac12B(\frac52,\frac32)=\frac{16}\pi\cdot\frac{\pi}{32}=\frac12$ hartree. The sum over grid points with $k\le100$ acts as an integral up to $k_c=101.97\,e^{-\Delta/2}=99.26$, half a step above the last point kept. With a constant floor $\eta$ in $g$ the deviation from $\frac12$ has three parts:

$$\delta E_{\rm kin}=-\frac{16}{3\pi k_c^3}+\frac{8\eta}{\pi}\Big(k_c-\frac{3\pi}{4}\Big)+\frac{\eta^2k_c^5}{5\pi}.$$

The first is the omitted tail of $16k^{-4}/\pi$. The second is the cross term $\frac2\pi\eta\int k^4g\,dk$, evaluated with $k^4/(1+k^2)^2=1-2/(1+k^2)+1/(1+k^2)^2$, whose last two terms integrate to $-\pi+\frac\pi4$ for large $k_c$. At $q=1.5$, $\eta=4.0\times10^{-9}$ and the parts are $-1.74\times10^{-6}$, $+0.99\times10^{-6}$ and $+0.01\times10^{-6}$ hartree, which sum to $-0.74\times10^{-6}$; the computed energy is 0.4999993 hartree (13.60567 eV). At $q=1$, $\eta=4.0\times10^{-6}$ and the second and third parts are $0.99\times10^{-3}$ and $9.8\times10^{-3}$ hartree, together $0.0108$; the computed energy is 0.5107656 hartree (13.89864 eV), 2% above the exact value. The bias $q=1$, which has the smaller error in $g$ at $k\approx0.05$, is the worse choice for this integral, because the weight $k^4$ samples the floor (17) and suppresses the ringing (21).

## Computed values

```
Mellin kernel: max rel dev quadrature vs gamma formula = 2.6e-14
|M_2(3/2+2i)| by quadrature = 1.25331414, sqrt(pi/2) = 1.25331414
long grid q=2.5: max rel dev from g-0 = 2.6e-10
long grid q=-0.5: max rel dev from g-4 = 8.2e-13
round trip error, low-ringing / worst offset = 1.7e-14 / 1.7e-02
kernel tails: d=0.05, N=800, T=62.832, values at D=ln T-x near -7
  q=1.5 shift=0.5d: D=-6.988 w=-2.5622e-03 predicted=-2.5622e-03
  q=1.5 shift=0.0d: D=-7.013 w=9.1440e-07 predicted=9.1439e-07
  q=1.0 shift=0.0d: D=-7.012 w=-3.3567e-07 predicted=-3.3566e-07
step aliasing in b (1s, q=1.5): d, estimate, worst offset, low-ringing offset
  0.50  8.302e-04  6.464e-04  4.780e-05
  0.40  8.791e-05  6.518e-05  4.265e-06
  0.30  1.917e-06  1.089e-06  6.940e-08
  0.25  8.568e-08  8.784e-08  3.031e-09
example: r0=0.0001 bohr, N=256, L=13.8155, d=0.05397, T=58.213
R0=9.73377e-05 bohr, R0*e^L=97.338 bohr, band edge k=T/(R0 e^L)=0.5981 1/bohr
q, k (1/bohr), g exact, error, predicted error, envelope or g(0)/(e^{qL}-1) (bohr^1.5)
  0.5 0.05055 3.97964 4.0040e-03 4.0040e-03 7.619e-11
  0.5 101.95 3.701e-08 4.0040e-03 4.0040e-03 4.004e-03
  1.0 0.05056 3.97963 4.0309e-06 4.0309e-06 7.617e-08
  1.0 101.97 3.700e-08 4.0000e-06 4.0000e-06 4.000e-06
  1.5 0.05056 3.97963 3.0880e-05 3.0926e-05 7.616e-05
  1.5 101.97 3.699e-08 3.9994e-09 3.9994e-09 4.000e-09
  1.9 0.05056 3.97963 7.7535e-03 7.7656e-03 1.913e-02
  1.9 101.97 3.700e-08 1.5647e-11 1.5309e-11 1.592e-11
15<t<30 residual/envelope with, without sampling factor = 0.014, 0.077
beyond band edge (3T<t<10T) ringing/envelope = 1.7e-03
q=1.5 k grid: 0.01002 to 9488.9 1/bohr
q=1.5 momentum-space norm - 1 = -1.2e-12
kinetic energy, k<=100, q=1.5: 0.4999993 Ha = 13.60567 eV
kinetic energy, k<=100, q=1.0: 0.5107656 Ha = 13.89864 eV
folded q=1.9 k=0.01001: error=9.9880e-05, upper image=9.9880e-05
2p q=0.5 A=52.2558 k=30.264: error=1.5815e-06, predicted=1.5815e-06
k_lo=0.05 1/bohr = 0.0945 1/Angstrom
best bias: scan 1.16, formula 1.143
max error there: scan 9.230e-07, formula 1.116e-06 bohr^1.5
```
